# Extrapolating Oxide Lifetime: Exponential Law Against Power Law

## Problem

A silicon dioxide gate film on silicon, about 2 nm thick, is stressed at two constant gate voltages until it breaks down. The characteristic lives, at which 63.2 % of the test capacitors have failed, are

- $t_1=100$ s at $V_1=3.0$ V,
- $t_2=10000$ s at $V_2=2.5$ V.

The life at $V=1.5$ V is too long to measure and has to be extrapolated. Two laws are in use:

$$t=A\,e^{-\gamma V}\quad\text{(exponential)},\qquad t=B\left(\frac{V}{1\ \text{V}}\right)^{-n}\quad\text{(power)}.$$

Capacitor area, temperature, failure fraction and breakdown mechanism are the same at all voltages, and the applied voltage is the one that enters each law.

(a) Draw each law through both points and show that the predicted lives at 1.5 V differ by a factor of about forty.

(b) Which law predicts the longer life, and why? How far apart are the laws between the two stress voltages?

(c) Each measured life comes from 20 capacitors with Weibull-distributed lifetimes of known slope $\beta=1.3$. Could sampling error account for the factor found in (a)?

(d) What do the two predictions become for a chip with 1000 times the area, of which 0.01 % may fail, used at 358 K when the stress was applied at 398 K? Take an activation energy of 0.6 eV for the life.

## Hints

1. Each law has two constants and there are two points, so nothing is left to fit. Take logarithms, and ask in which variable each law is a straight line.
2. Eliminate $A$ and $B$ by measuring from the point $(V_2,t_2)$. Both laws can then be written as $t=t_2\,(t_2/t_1)^{a}$, with a different exponent $a$ for each.
3. For (b), study the difference of the two logarithms as a function of $V$. You know two of its zeros; find the sign of its second derivative.
4. For (c), if $t$ is Weibull-distributed with characteristic life $\eta$ and slope $\beta$, then $(t/\eta)^\beta$ is exponentially distributed with mean 1.
5. For (d), a chip survives if every one of its parts survives.

## Full solution

### (a) The two extrapolations

The logarithm of the exponential law is $\ln t=\ln A-\gamma V$, a straight line in $V$. Subtracting its values at the two stress voltages removes $A$:

$$\ln t_2-\ln t_1=\gamma(V_1-V_2)\quad\Rightarrow\quad \gamma=\frac{\ln(t_2/t_1)}{V_1-V_2}=\frac{4.605}{0.5\ \text{V}}=9.21\ \text{V}^{-1}.$$

The logarithm of the power law is a straight line in $\ln V$. The same subtraction removes $B$:

$$\ln t_2-\ln t_1=n\ln\frac{V_1}{V_2}\quad\Rightarrow\quad n=\frac{\ln(t_2/t_1)}{\ln(V_1/V_2)}=\frac{4.605}{0.1823}=25.3.$$

Both constants are positive, because the life grows as the voltage falls.

Now go from $V_2$ to a lower voltage $V$. For the exponential law,

$$\ln\frac{t}{t_2}=\gamma(V_2-V)=\frac{V_2-V}{V_1-V_2}\,\ln\frac{t_2}{t_1},$$

and for the power law,

$$\ln\frac{t}{t_2}=n\ln\frac{V_2}{V}=\frac{\ln(V_2/V)}{\ln(V_1/V_2)}\,\ln\frac{t_2}{t_1}.$$

Both have the form

$$t=t_2\left(\frac{t_2}{t_1}\right)^{a},\qquad a_{\rm exp}=\frac{V_2-V}{V_1-V_2},\qquad a_{\rm pow}=\frac{\ln(V_2/V)}{\ln(V_1/V_2)}.$$

The exponent $a$ is the length of the extrapolation divided by the length of the measured interval, on the voltage scale where the law is straight. At 1.5 V,

$$a_{\rm exp}=\frac{1.0}{0.5}=2,\qquad a_{\rm pow}=\frac{0.5108}{0.1823}=2.802.$$

With $t_2/t_1=100$ the lives are

$$t_{\rm exp}=10^4\times100^{2}\ \text{s}=1.0\times10^{8}\ \text{s}\approx3.2\ \text{years},$$

$$t_{\rm pow}=10^4\times100^{2.802}\ \text{s}=4.0\times10^{9}\ \text{s}\approx127\ \text{years}.$$

In their ratio the common factor $t_2$ cancels:

$$R=\frac{t_{\rm pow}}{t_{\rm exp}}=\left(\frac{t_2}{t_1}\right)^{a_{\rm pow}-a_{\rm exp}}=100^{0.802}\approx40.$$

The exponent 0.802 depends on the three voltages alone. The measured lives enter only through their ratio, so multiplying both by the same number leaves $R$ unchanged.

### (b) Which law is longer, and where

Let $D(V)=\ln t_{\rm pow}-\ln t_{\rm exp}$. Written from the point $(V_2,t_2)$,

$$D(V)=\gamma(V-V_2)-n\ln\frac{V}{V_2}.$$

Its derivatives are

$$D'(V)=\gamma-\frac{n}{V},\qquad D''(V)=\frac{n}{V^2}>0.$$

$D$ vanishes at $V_1$ and $V_2$, where both laws meet the data. Since it is convex, it is negative between these zeros and positive outside them. The power law therefore predicts the longer life at every positive voltage below 2.5 V, and also at every voltage above 3.0 V.

In terms of slopes, the exponential law gains the same factor in life for each volt removed. The power law gains the same factor for each equal *fraction* of the voltage removed, and a step of 0.1 V is a larger fraction of 1.5 V than of 3 V. Its slope per volt, $n/V$, thus steepens as the voltage falls.

The limit $V\to0$ shows the contrast most plainly. The exponential law gives the finite life $t_2(t_2/t_1)^{V_2/(V_1-V_2)}$ for an unstressed oxide, while the power law gives an infinite one. This does not establish the power law at 1.5 V, since a law may fail near zero voltage and still serve at working voltages.

Between the data points the disagreement is largest where $D'=0$:

$$V^*=\frac{n}{\gamma}=\frac{V_1-V_2}{\ln(V_1/V_2)}=\frac{0.5\ \text{V}}{0.1823}=2.74\ \text{V}.$$

There the exponential law gives 1072 s and the power law 966 s, so that $D(V^*)=-0.105$ and the ratio is 0.90. Two laws that differ by at most about 10 % within the stress interval differ fortyfold at 1.5 V.

### (c) Sampling error

Let $\eta$ be the true characteristic life at one stress voltage. The Weibull distribution gives the failed fraction $F(t)=1-\exp[-(t/\eta)^\beta]$, so $x=(t/\eta)^\beta$ is exponentially distributed with mean 1 and variance 1. For known $\beta$, the maximum-likelihood estimate of $\eta$ from $N$ lifetimes $t_i$ is

$$\hat\eta=\Big(\frac1N\sum_i t_i^{\beta}\Big)^{1/\beta}\quad\Rightarrow\quad \ln\hat\eta-\ln\eta=\frac1\beta\ln\bar x,$$

where $\bar x$ is the mean of the $N$ values of $x$. It has mean 1 and variance $1/N$. For large $N$ it stays close to 1, where $\ln\bar x\approx\bar x-1$, and the standard deviation of $\ln\hat\eta$ is

$$\sigma\approx\frac{1}{\beta\sqrt N}.$$

For $N=20$ this is 0.172. Without the expansion, $S=N\bar x$ follows a gamma distribution with $\langle S^{s}\rangle=\Gamma(N+s)/\Gamma(N)$. The second derivative of $\ln\langle S^s\rangle$ at $s=0$ is the variance of $\ln S$, which is the trigamma function $\psi'(N)$. Hence $\sigma=\sqrt{\psi'(20)}/1.3=0.174$, the value used below.

The extrapolated logarithm is a weighted sum of the two measured ones:

$$\ln t=\ln t_2+a(\ln t_2-\ln t_1)=(1+a)\ln t_2-a\ln t_1.$$

The two samples are independent, so the variances add with squared weights:

$$\sigma_{\ln t}=\sigma\sqrt{(1+a)^2+a^2}.$$

For the exponential law the root is $\sqrt{13}=3.61$, and one standard deviation is a factor $e^{0.63}\approx1.9$ in life. For the power law the root is 4.72, and the factor is about 2.3. The longer reach of the power law also magnifies the sampling error more.

Both predictions use the same data, so their errors are correlated and must not be combined as if independent. From (a), $\ln R=(a_{\rm pow}-a_{\rm exp})(\ln t_2-\ln t_1)$, and therefore

$$\sigma_{\ln R}=\sqrt2\,(a_{\rm pow}-a_{\rm exp})\,\sigma=1.414\times0.802\times0.174=0.20.$$

One standard deviation changes $R$ by a factor of 1.22, to roughly 33 or 49. Sampling error does not account for a factor of forty. The disagreement comes from the choice of law, and more capacitors at the same two voltages would not remove it.

### (d) From test capacitor to chip

Suppose that breakdown spots form independently over the area. A chip of $M$ capacitor areas survives with probability

$$\left[e^{-(t/\eta)^\beta}\right]^{M}=e^{-M(t/\eta)^\beta}.$$

Setting this equal to $1-F$, where $F$ is the allowed failed fraction, and solving for $t$ gives

$$t_F=\eta\left[\frac{-\ln(1-F)}{M}\right]^{1/\beta}.$$

With $M=1000$ and $F=10^{-4}$ the bracket is very nearly $10^{-7}$, so the life is divided by $(10^{7})^{1/1.3}=2.4\times10^{5}$.

For the temperature, assume an Arrhenius law with a rough activation energy $E_a=0.6$ eV, the same at all voltages. Cooling from 398 K to 358 K (125 °C to 85 °C, that is 398.15 K to 358.15 K) multiplies the life by

$$\exp\left[\frac{E_a}{k_B}\left(\frac1{358.15\ \text{K}}-\frac1{398.15\ \text{K}}\right)\right]=7.05.$$

Together,

$$t_{\rm exp}\to10^8\ \text{s}\times\frac{7.05}{2.42\times10^5}\approx2.9\times10^{3}\ \text{s},\qquad t_{\rm pow}\to1.2\times10^{5}\ \text{s},$$

which is about 50 minutes and a little over 30 hours. The ratio is still forty, because both predictions are converted at the same voltage, 1.5 V, by the same two factors. If $\beta$ or $E_a$ depended on voltage, converting the stress lives first and extrapolating afterwards could give a different ratio. The 3 and 127 years of part (a) describe a small, hot test capacitor at 63.2 % failures. Under the present assumptions, neither law supports years of use at 1.5 V for this chip, if the first breakdown counts as failure.

### The model beside a real gate oxide

The thickness, Weibull slope and activation energy are rough typical values for thin silicon dioxide; the two lives are given data. The exponent $n\approx25$ is low, since values around 40 are often used for such films. At the same three voltages a larger $n$ would widen the disagreement, because $\ln R=(a_{\rm pow}-a_{\rm exp})\,n\ln(V_1/V_2)$. The nominal fields, voltage over thickness, are 15, 12.5 and 7.5 MV/cm. Real devices break the assumption that the applied voltage is the one in the law, because part of it drops in the silicon and in the gate. If the law contains $V-d$ with constant $d$, the exponential prediction is unchanged, since the factor $e^{\gamma d}$ is absorbed in $A$. The power-law prediction does change: $R$ becomes 63 for $d=0.2$ V and 28 for $d=-0.2$ V. "About forty" thus belongs to the stated voltages, and a shift of 0.2 V matters more than the sampling error in (c).

A tunnelling estimate shows how much of the voltage dependence could come from current alone. Take an electron at the silicon band edge, facing a barrier $\Phi=3.1$ eV. All three voltages leave the far side of the barrier above its energy, though at 3.0 V by only 0.1 eV, so it tunnels directly through the whole film. For thickness $d_{\rm ox}$ and tunnel mass $m=0.5\,m_e$, the current varies mainly as $e^{-S}$ with

$$S=\frac{2d_{\rm ox}\sqrt{2m}}{\hbar}\int_0^1\!\sqrt{\Phi-eVs}\;ds=\frac{4d_{\rm ox}\sqrt{2m}}{3\hbar\,eV}\left[\Phi^{3/2}-(\Phi-eV)^{3/2}\right].$$

This gives $S=17.47$ at 3.0 V and 19.29 at 2.5 V, a fall in current by $e^{1.82}\approx6$. If every electron did the same damage, the life would grow about sixfold, not a hundredfold. The estimate omits prefactors and the image force, and it puts the whole applied voltage across the oxide. The omitted effects work in both directions. The prefactor of the transmission can lower the fall in current to about fourfold. An electron supply that grows with the field raises it, to about sevenfold for a charge proportional to voltage. Electrons confined in the silicon surface layer lie a few tenths of an eV above the band edge, more than the 0.1 eV margin at 3.0 V, and this can raise the fall above tenfold. The current thus falls well short of a hundredfold. In this picture the remaining factor, of order ten and uncertain by a factor of two or more, must come from less damage per electron at lower voltage. How that damage continues to fall down to 1.5 V is what the two laws guess differently.

## Variation 1: the voltage for a ten-year life

*At what voltage does each law give the test capacitor a characteristic life of ten years?*

Ten years are $3.16\times10^8$ s, so the life must grow from $t_2$ by $\Lambda=\ln(3.16\times10^8/10^4)=10.36$ in the logarithm. Solving $\gamma(V_2-V)=\Lambda$ and $n\ln(V_2/V)=\Lambda$ for $V$ gives

$$V_{\rm exp}=V_2-\frac{\Lambda}{\gamma}=2.5\ \text{V}-\frac{10.36}{9.21\ \text{V}^{-1}}=1.375\ \text{V},$$

$$V_{\rm pow}=V_2\,e^{-\Lambda/n}=2.5\ \text{V}\times e^{-10.36/25.26}=1.66\ \text{V}.$$

A fortyfold dispute about life at fixed voltage appears here as a dispute of 0.28 V at fixed life. Neither value is a design voltage for a chip, which needs the corrections of part (d).

The two laws need not enclose the true life between them. A third law, $t=C\,e^{G/V}$, passes through the same points with $G=4.605/(1/2.5-1/3.0)\ \text{V}=69.1$ V. It gives $10^{12}$ s at 1.5 V, far above both.

## Variation 2: can a third stress voltage decide?

*How many capacitors are needed at each of $V_1$, $V_2$ and $V^*$ to separate the two laws by three standard deviations?*

The exponential law is straight in $V$, so it predicts at $V^*$

$$\ln t^*=w\ln t_1+(1-w)\ln t_2,\qquad w=\frac{V^*-V_2}{V_1-V_2}=0.485.$$

Form the difference between this prediction, made from the measured lives, and the life measured at $V^*$. Its mean is zero if the exponential law holds and $-D(V^*)=0.105$ if the power law holds. The small bias of $\ln\hat\eta$ is the same at all three voltages and cancels, because the weights $w$, $1-w$ and $-1$ add to zero. With $\sigma=1/(\beta\sqrt N)$ the variance is $[1+w^2+(1-w)^2]/(\beta^2N)$. Setting the mean equal to three standard deviations and squaring gives

$$N=\frac{9\,[1+w^2+(1-w)^2]}{[\beta D(V^*)]^2}=\frac{9\times1.50}{(1.3\times0.105)^2}\approx730$$

capacitors at each voltage, for known $\beta$. With the dividing line midway between the two means, such a test still picks the wrong law about 7 % of the time, and it compares these two laws and no others. Below $V_2$ the difference $D$ grows steadily as the voltage falls, so a longer test at lower voltage separates the laws with fewer capacitors once $D$ is large enough to outweigh the larger extrapolation error. The same formula for $N$ holds there with $w=(V-V_2)/(V_1-V_2)$ negative. It falls below 730 at about 2.38 V, and gives about 96 capacitors at 2.2 V, where the exponential life is $1.6\times10^5$ s, and about 30 at 2.0 V, where it is $10^6$ s.

## Computed results

```
stress voltages: 3.0 and 2.5 V; use: 1.5 V
characteristic lives at stress: 100 and 10000 s
ln(t2/t1): 4.6052
ln(V1/V2): 0.18232
ln(V2/V_use): 0.51083
exponential constant gamma: 9.210 per V
power-law exponent n: 25.26
reach a_exp: 2.0000; a_pow: 2.8018
reach difference: 0.8018
exponential life at use: 1.000e+08 s = 3.17 years
power-law life at use: 4.014e+09 s = 127 years
ratio power/exponential at use: 40.1
reciprocal-law constant G: 69.08 V
reciprocal-law life at use: 1.00e+12 s
V* of largest gap inside data: 2.742 V
exponential life at V*: 1072 s
power-law life at V*: 966 s
ratio at V*: 0.900; its ln: -0.1049
ten-year voltage, exponential: 1.375 V
ten-year voltage, power law: 1.659 V
Weibull slope: 1.3; devices per voltage: 20
std of ln life at each stress voltage: 0.174
one-sigma factor, exponential life: 1.87
one-sigma factor, power-law life: 2.28
one-sigma factor, ratio: 1.22
weight w at V*: 0.4848
devices per voltage for 3-sigma gap at V*: 727
chip/test area ratio: 1000
allowed failure fraction: 0.01 %
life divisor, area and fraction: 2.42e+05
activation energy: 0.6 eV
stress and use temperatures: 398.15, 358.15 K
life multiplier from cooling: 7.05
scaled chip life, exponential: 2.91e+03 s
scaled chip life, power law: 1.17e+05 s
ratio if law uses V-0.2 V: 63.2
ratio if law uses V+0.2 V: 27.9
film thickness: 2.0 nm
barrier: 3.1 eV; tunnel mass: 0.5 m_e
at 3.0 V: nominal field 15.0 MV/cm, WKB exponent 17.47
at 2.5 V: nominal field 12.5 MV/cm, WKB exponent 19.29
at 1.5 V: nominal field 7.5 MV/cm, WKB exponent 22.12
WKB current drop, 3.0 to 2.5 V: factor 6.2
WKB current drop, 2.5 to 1.5 V: factor 16.8
life change left after current: 16.2
```
